# Threshold Load for a Median Crack Beneath a Sharp Abrasive

## The physical question

In polishing, a pad presses hard grains against a brittle wafer. A lightly loaded sharp grain leaves a plastic groove. A heavily loaded one can also start a median crack: a crack below the contact, in a plane containing the load axis. What load separates the two, and how does it depend on toughness $K_c$ and hardness $H$?

The groove alone cannot answer this. Under a sharp corner the contact pressure is about $H$ at every load, so the peak stress does not grow with load. What grows is the volume under tension. A crack needs both a high stress and enough length over which that stress acts, and the Lawn–Evans model makes this competition quantitative.

## The model

Let $P$ be the normal load and $a$ the contact half-width. Hardness is load divided by projected contact area:

$$P=\alpha\pi a^2H. \tag{1}$$

For a pyramid with half-diagonal $a$ the area is $2a^2$, so $\alpha=2/\pi$.

Below the plastic zone, let $\sigma(r)$ be the tension normal to the median plane, at distance $r$ from its peak. The model takes

$$\sigma(r)=\theta H\left(1-\frac rb\right)\ (r<b),\qquad \sigma=0\ (r>b),\qquad b=\eta a. \tag{2}$$

The numbers $\alpha,\eta,\theta$ are held fixed when $P$, $K_c$ or $H$ changes. This requires a fixed corner shape, full plastic contact and a fixed ratio $E/H$ of Young modulus to hardness, because the plastic zone depends on that ratio.

The starting flaw is a penny-shaped crack of radius $c$, centred at the peak. The solid around it is treated as infinite and elastic. This is a strong idealisation: the peak sits at the boundary of the plastic zone, so about half of a centred flaw lies inside the zone. In the spherical model used below, the hoop stress there turns compressive about $0.15$ of the zone radius inside the boundary, which the symmetric profile (2) does not describe. The flaw is critical when its stress intensity $K$ reaches $K_c$.

## Stress intensity of a penny crack

**Half-space response.** By superposition, a traction-free crack in the tension $\sigma(r)$ has the same $K$ as a crack whose faces are pushed apart by the pressure $\sigma(r)$. By symmetry we need only the half-space $z>0$ with no shear on its surface. For a harmonic function $\phi$ and shear modulus $G$, the displacements

$$2Gu_r=(1-2\nu)\partial_r\phi+z\,\partial_r\partial_z\phi,\qquad 2Gu_z=-2(1-\nu)\partial_z\phi+z\,\partial_z^2\phi$$

satisfy elastic equilibrium. Hooke's law gives

$$\sigma_{rz}=z\,\partial_r\partial_z^2\phi,\qquad \sigma_{zz}=-\partial_z^2\phi+z\,\partial_z^3\phi,$$

so the surface $z=0$ is free of shear. Choose $\phi=(p/k^2)e^{-kz}J_0(kr)$. The surface pressure is then $pJ_0(kr)$, and the surface displacement is

$$u_z=\frac{(1-\nu)p}{Gk}J_0(kr)=\frac{2p}{E'k}J_0(kr),\qquad E'=\frac{E}{1-\nu^2}, \tag{3}$$

where $G=E/[2(1+\nu)]$ was used.

**Reduction to one function.** Write the displacement of one face as

$$w(r)=\int_0^\infty A(k)J_0(kr)\,dk,\qquad A(k)=\int_0^c g(t)\sin kt\,dt,\qquad g(0)=0.$$

Two integrals are needed. They are the imaginary and real parts of $\int_0^\infty e^{-sk}J_0(kr)dk=(s^2+r^2)^{-1/2}$ as $s\to -it$:

$$\int_0^\infty J_0(kr)\sin kt\,dk=\frac{1}{\sqrt{t^2-r^2}}\ (t>r),\quad 0\ (t<r),$$

$$\int_0^\infty J_0(kr)\cos kt\,dk=\frac{1}{\sqrt{r^2-t^2}}\ (t<r),\quad 0\ (t>r).$$

The first gives $w(r)=\int_r^c g(t)\,dt/\sqrt{t^2-r^2}$, which vanishes for $r>c$: the crack is closed outside its edge, as required.

By (3), the surface pressure is $p(r)=(E'/2)\int_0^\infty kA(k)J_0(kr)dk$. Integration by parts gives

$$kA(k)=-g(c)\cos kc+\int_0^c g'(t)\cos kt\,dt.$$

For $r<c$ the first term contributes nothing, and setting $p=\sigma$ leaves

$$\frac{E'}2\int_0^r\frac{g'(t)\,dt}{\sqrt{r^2-t^2}}=\sigma(r).$$

Multiply by $r/\sqrt{s^2-r^2}$, integrate over $r$ from $0$ to $s$, and exchange the integrations. The inner integral is

$$\int_t^s\frac{r\,dr}{\sqrt{(s^2-r^2)(r^2-t^2)}}=\frac\pi2,$$

as the substitution $r^2=t^2\cos^2\beta+s^2\sin^2\beta$ shows. Hence

$$g(s)=\frac{4}{\pi E'}\int_0^s\frac{r\sigma(r)\,dr}{\sqrt{s^2-r^2}}. \tag{4}$$

**The crack edge.** For $r>c$ the tension is $-p(r)$:

$$\sigma_{zz}(r)=\frac{E'}2\left[\frac{g(c)}{\sqrt{r^2-c^2}}-\int_0^c\frac{g'(t)\,dt}{\sqrt{r^2-t^2}}\right]. \tag{5}$$

Only the first term is singular at the edge, where $r^2-c^2\simeq2c(r-c)$. With $K=\lim_{r\to c}\sqrt{2\pi(r-c)}\,\sigma_{zz}$,

$$K=\frac{E'}2g(c)\sqrt{\frac\pi c}=\frac{2}{\sqrt{\pi c}}\int_0^c\frac{r\sigma(r)\,dr}{\sqrt{c^2-r^2}}. \tag{6}$$

As a test, the energy released by crack growth was computed from a variational solution for the opening in the linear field, at $c/b=0.2$, $0.424$ and $0.8$. The resulting $K$ agreed with (6) to a relative error of at most $6.3\times10^{-6}$.

## Which flaw becomes critical first?

For $c\le b$, insert (2) into (6). With $r=c\sin\varphi$,

$$\int_0^c\frac{r\,dr}{\sqrt{c^2-r^2}}=c,\qquad \int_0^c\frac{r^2\,dr}{\sqrt{c^2-r^2}}=\frac{\pi c^2}{4},$$

and therefore

$$K=2\theta H\sqrt{\frac c\pi}\left(1-\frac{\pi c}{4b}\right). \tag{7}$$

A small flaw sees nearly uniform tension, so $K$ rises as $\sqrt c$. A larger one reaches into weakly stressed material, and the bracket pulls $K$ down. For $c>b$ the integral in (6) stops at $b$; both $1/\sqrt c$ and $1/\sqrt{c^2-r^2}$ then fall with $c$, so $K$ keeps falling. The largest $K$ is thus found at $c\le b$.

Set $K=K_c$ and define

$$\ell=\left(\frac{K_c}{\theta H}\right)^2,\qquad c_m=\frac\pi4\ell. \tag{8}$$

Dividing (7) by $2\theta H\sqrt{c/\pi}$ gives $1-\pi c/4b=\sqrt{c_m/c}$, or

$$b(c)=\frac{\pi c/4}{1-\sqrt{c_m/c}}. \tag{9}$$

This is the field extent needed to make a flaw of radius $c$ critical. It diverges as $c\to c_m$ from above. Flaws smaller than $c_m$ are never critical in this model, since even the uniform tension $\theta H$ is too weak for them.

To find the least demanding flaw, put $x=\sqrt{c/c_m}$:

$$b=\frac{\pi c_m}{4}\,\frac{x^3}{x-1},\qquad \frac{db}{dx}=\frac{\pi c_m}{4}\,\frac{x^2(2x-3)}{(x-1)^2}.$$

The derivative is negative for $1<x<3/2$ and positive beyond, so the minimum lies at $x=3/2$, where $x^3/(x-1)=27/4$. Thus

$$c^*=\frac94c_m=\frac{9\pi}{16}\ell,\qquad b^*=\frac{27\pi}{16}c_m=\frac{27\pi^2}{64}\ell. \tag{10}$$

The ratio $c^*/b^*=4/(3\pi)\simeq0.424$ is below one, as (7) requires.

## The threshold load

Equation (1) with $a=b^*/\eta$ gives

$$P^*=\frac{\alpha\pi H}{\eta^2}\left(\frac{27\pi^2}{64}\right)^2\frac{K_c^4}{\theta^4H^4},$$

$$\boxed{P^*=\frac{729\pi^5}{4096}\,\frac{\alpha}{\eta^2\theta^4}\,\frac{K_c^4}{H^3}\simeq54.5\,\frac{\alpha}{\eta^2\theta^4}\,\frac{K_c^4}{H^3}.} \tag{11}$$

Below $P^*$ no flaw centred at the peak is critical, whatever its radius. At $P^*$ the flaw $c^*$ becomes critical, provided that one is present. The threshold is therefore a lower bound on the initiation load for centred flaws. Off the peak, $K$ varies along the crack edge, and a flaw whose edge lies near the peak can start to grow there at a much lower load. With the point-force solution of the penny crack in the same linear field, the local $K$ reaches $K_c$ at about $0.4P^*$ for a flaw of radius $0.42b$ and at about $0.11P^*$ for a very large one. Such growth starts locally and need not spread round the whole edge.

## Where the fourth and third powers come from

The linear profile sets the prefactor, but not the powers. Let $\sigma=\theta Hf(r/b)$ with any fixed shape $f$. Put $r=bs$ and $c=by$ in (6):

$$K=\theta H\sqrt b\,\kappa(y),\qquad \kappa(y)=\frac{2}{\sqrt{\pi y}}\int_0^y\frac{s f(s)\,ds}{\sqrt{y^2-s^2}}.$$

If $\kappa$ has a finite positive maximum $\kappa_m$, the threshold extent is $b^*=[K_c/(\theta H\kappa_m)]^2$, and

$$P^*=\frac{\alpha\pi}{\eta^2\theta^4\kappa_m^4}\frac{K_c^4}{H^3}. \tag{12}$$

The critical length scales as $(K_c/H)^2$. Squaring it for the contact area gives $K_c^4/H^4$, and multiplying by the contact pressure restores one power of $H$.

Numerical searches for the threshold, with $K_c$ and $H$ each halved and doubled in turn, gave powers $4.0000$ and $-3.0000$ for three shapes. The prefactors multiplying $\alpha K_c^4/(\eta^2\theta^4H^3)$ were 54.46 for the linear field, 15.77 for $1-(r/b)^2$ cut off at $b$, and 250.15 for $(1+r/b)^{-3}$.

The argument can fail. In uniform tension, $f=1$, $\kappa$ grows without limit as $\sqrt y$, and a large enough flaw is critical at any load: there is no threshold. If $b$ is not proportional to $a$, the powers change. If hardness is varied at fixed $E$, then $\theta$ and $\eta$ may vary as well, and a plot against $H$ alone need not show the power $-3$.

## A surface with only small flaws

A well-polished surface may contain no flaw as large as $c^*$. Suppose all its flaws have one fixed radius $c>c_m$, with $c<b$. Let $q=\sqrt{c_m/c}$, which is proportional to $K_c/H$. From (1) and (9),

$$P=\frac{\alpha\pi H}{\eta^2}\left(\frac{\pi c}{4}\right)^2\frac{1}{(1-q)^2}.$$

Since $d\ln q=d\ln K_c-d\ln H$ and $-2\,d\ln(1-q)=[2q/(1-q)]\,d\ln q$,

$$\frac{\partial\ln P}{\partial\ln K_c}=\frac{2q}{1-q},\qquad \frac{\partial\ln P}{\partial\ln H}=1-\frac{2q}{1-q}. \tag{13}$$

At the optimum flaw, $q=2/3$, these are 4 and $-3$. For smaller flaws $q$ is larger and the dependence is steeper. The fourth-power law thus describes surfaces on which the optimum flaw is available, even as its size shifts with $K_c$ and $H$.

## Above threshold: pop-in and the large-crack limit

For $P>P^*$, the curve $K(c)$ crosses $K_c$ twice. At the upper radius $K$ falls with $c$, so in a static description a growing crack stops there. How a flaw reaches that radius depends on its size. Under a slowly rising load, a flaw with $c_m<c<c^*$ becomes critical while $K$ still rises with $c$, so it jumps: this is pop-in. A flaw larger than $c^*$ becomes critical where $K$ already falls with $c$, and it grows steadily with the load. Inertia, which could carry it further, is left out.

At extremely high load the arrested crack becomes much larger than $b$. Then $\sqrt{c^2-r^2}\simeq c$ in (6), and

$$K\simeq\frac{2\theta H}{\sqrt\pi\,c^{3/2}}\int_0^b r\left(1-\frac rb\right)dr=\frac{\theta Hb^2}{3\sqrt\pi\,c^{3/2}}.$$

Using $b^2=\eta^2P/(\alpha\pi H)$,

$$K\simeq\frac{\theta\eta^2}{3\alpha\pi^{3/2}}\,\frac{P}{c^{3/2}}. \tag{14}$$

Setting $K=K_c$ gives $c\propto(P/K_c)^{2/3}$. Since $b\propto P^{1/2}$, the ratio $c/b$ grows only as $P^{1/6}$, so the limit is approached slowly: at $100P^*$ the ratio is about 1.2, and (14) gives a radius about 8% too small. With $\alpha$, $\eta$ and $\theta$ fixed, hardness has dropped out, because the distant crack edge feels the total opening force and not its distribution. A crack this large would also meet the free surface, so the coefficient in (14) belongs to the infinite-solid model. The law for a large crack is different from the law for starting one.

## Worked example: polishing yttrium iron garnet

Take rough typical values for yttrium iron garnet (YIG): $H=12$ GPa, $K_c=1.2$ MPa m$^{1/2}$, $E=200$ GPa and $\nu=0.29$. The model parameters are $\theta=0.2$, $\eta=1$ and $\alpha=2/\pi$.

The peak tension is $\theta H=2.4$ GPa, so

$$\ell=\left(\frac{1.2\times10^6}{2.4\times10^9}\right)^2\text{ m}=250\text{ nm}.$$

Then $c_m=(\pi/4)\ell=196$ nm, $c^*=(9/4)c_m=442$ nm and $b^*=a^*=(27\pi^2/64)\ell=1041$ nm. The threshold is

$$P^*=2(a^*)^2H=2(1.041\times10^{-6}\text{ m})^2(12\times10^9\text{ Pa})=26\text{ mN},$$

or 2.65 gram-force.

At $2P^*$ the radii with $K>K_c$ run from 267 to 1072 nm, still inside the field extent of 1472 nm. Under a slowly rising load, a 300 nm flaw becomes critical before this, at about $1.4P^*$ by (9). It jumps to about 785 nm and then grows steadily, reaching 1072 nm at $2P^*$.

If every flaw has a radius of 250 nm, then $q=\sqrt{196.3/250}=0.886$, and the required load rises to 71 mN, 2.7 times $P^*$. The local powers are 15.6 in $K_c$ and $-14.6$ in $H$: close to $c_m$, a small loss of toughness matters greatly.

## Can a polishing pad supply this load?

Suppose a pad transmits at most its own indentation pressure, roughly 50 MPa here, over the projected area of a grain of diameter $d$. Then

$$P_{\text{grain}}\le(50\text{ MPa})\,\frac{\pi d^2}{4}.$$

A 100 nm slurry grain receives at most 0.39 µN, or $1.5\times10^{-5}$ of $P^*$. Its radius, 50 nm, is also far below the required contact half-width of 1041 nm. Equating the bound to $P^*$ gives a minimum diameter of 26 µm. In this model a median crack needs coarse debris, not an ordinary slurry grain. A grain backed by a rigid lapping plate is not covered by this bound.

Size alone is not enough, because the corner must also be sharp. For a rigid tip of radius $\rho$, take the Hertz pressure $p_0\sqrt{1-r^2/a^2}$. Equation (3) implies that a point force $F$ displaces the surface at distance $s$ by $F/(\pi E's)$. Integration gives $\pi p_0a/(2E')$ at the centre. At the edge, a chord of length $L=2a\cos\psi$ contributes $(p_0/a)\int_0^L\sqrt{s(L-s)}\,ds=(p_0/a)\pi L^2/8$, and integration over $\psi$ gives $\pi p_0a/(4E')$. The difference must equal the tip height $a^2/(2\rho)$, so $p_0=2E'a/(\pi\rho)$, and the mean pressure is

$$\bar p=\frac23p_0=\frac{4E'a}{3\pi\rho}.$$

For $\bar p$ to reach $H$ at $a^*$, with $E'=218$ GPa, $\rho$ must not exceed 8.0 µm. This limit is necessary, not sufficient: yield keeps the real pressure below the elastic value, and a compliant grain lowers the limit, to about 5 µm for alumina and 2 µm for silica. A smooth sphere 26 µm across has a radius of 13 µm and cannot reach the pressure $H$ at this load, so the sharp-corner model does not apply to it. It is not thereby shown harmless: for a rigid sphere the Hertz mean pressure at 26 mN is about 7.5 GPa, past first yield for a yield stress of $H/3$.

## How far the number can be trusted

The input most open to doubt is the stress field. Outside a spherical plastic zone of radius $D$, elastic equilibrium gives a radial displacement $A/r^2$, where $r$ is now measured from the zone centre. Hooke's law then gives $\sigma_r=-4GA/r^3$ and a hoop stress $\sigma_t=2GA/r^3$. Yield at $r=D$, with $\sigma_t-\sigma_r=Y$, gives $\sigma_t=Y/3$ there. With the rough relation $Y=H/3$, $\theta=1/9$. This relation suits solids with a large ratio $E/Y$; at $E/H\simeq17$ the ratio $H/Y$ is likely smaller and $\theta$ larger. The linear-field threshold becomes 273 mN, since $(0.2\times9)^4\simeq10.5$.

Changing the shape instead, at $\theta=0.2$, gives 7.5 mN for the parabola and 119 mN for the inverse-cube field with $D=b$. The latter with $\theta=1/9$ gives about 1250 mN. Two simplifications limit these inverse-cube values. The form $(1+r/b)^{-3}$ is the decay directly away from the plastic zone, used here in every direction, although sideways the tension falls more slowly, as $(1+r^2/D^2)^{-3/2}$; that decay used in every direction gives about 90 mN instead of 1250 mN. Also, $D=a$ does not fit a contact pressure $H=3Y$. In the spherical model the pressure at radius $a$ is $2Y/3+2Y\ln(D/a)$, and setting this equal to $3Y$ gives $D\simeq3.2a$. Since $P^*\propto\eta^{-2}$, the 1250 mN would then fall to about 120 mN, and at $\theta=0.2$ the linear and parabolic values would fall to 2.5 and 0.7 mN. The value $3.2a$ is itself too large for this modulus: even a cavity expanded from zero radius reaches only $D/a=[E/(3(1-\nu)Y)]^{1/3}\simeq2.9$.

Real polishing also breaks the assumption of a purely normal load in a dry, cold contact. Each of the following starts from the 26 mN case and changes one thing:

- If only the front half of a sliding contact carries load, $\alpha$ halves and $P^*$ is 13 mN.
- If friction raises the tension by 20%, $P^*$ is 12.5 mN.
- If water lowers the toughness by 20%, $P^*$ is 10.7 mN.

Frictional heating can be estimated. With friction coefficient 0.3 and speed 1 m/s, the power is $Q=7.8$ mW. A uniform steady flux over a disc of radius $a$ heats its centre by $Q/(\pi ak)$, where $k$ is the thermal conductivity. For a rough $k=7$ W/(m K) this is 341 K, if all heat enters the garnet. This is an estimate, not the upper bound that the numerical output calls it: water and the grain carry some heat away, but the pyramid's square contact is smaller than the disc and concentrates the heat. If the heat is shared in proportion to conductivity, most of this rise remains for a poorly conducting grain such as silica, but only about 60 K for alumina and a few kelvin for diamond, apart from bulk warming of the grain. Heating, which could change both $H$ and $K_c$, therefore cannot be dismissed for poorly conducting grains.

The free surface matters less at threshold. In (5) the terms in $1/r$ cancel at large $r$, because $\int_0^cg'dt=g(c)$, which leaves a stress falling as $r^{-3}$. For a crack centre at depth $a^*$, its image lies at $2a^*$, and the effect is of order $(c^*/2a^*)^3\simeq0.01$.

For YIG, then, 26 mN is the result for one chosen field, and the cases with centred flaws and $\eta=1$ run from about 8 to 1250 mN. The minimum grain diameter varies as the square root of the load, so it runs from about $26\sqrt{7.5/26}\simeq14$ µm to $26\sqrt{1250/26}\simeq180$ µm. Large off-centre flaws (about 3 mN) lower the bottom end to about 9 µm, and the parabola with $\eta=3.2$ (0.7 mN) lowers it to about 4 µm. All of these are far above 100 nm, so the conclusion about slurry grains holds in every case listed here. The main values are in the numerical output.

## Computed results

```
INPUTS (rough typical values, YIG polishing)
hardness H = 12.0 GPa
toughness Kc = 1.20 MPa m^0.5
Young modulus = 200 GPa, Poisson ratio = 0.29
theta = 0.20, eta = 1.0, alpha = 0.6366
pad indentation pressure = 50 MPa
slurry grain diameter = 100 nm
friction = 0.3, sliding speed = 1.0 m/s
thermal conductivity = 7.0 W/(m K)
CHECKS
largest K error against energy release = 6.3e-06
linear: power of Kc = 4.0000, of H = -3.0000, prefactor = 54.46
parabola: power of Kc = 4.0000, of H = -3.0000, prefactor = 15.77
cavity_tail: power of Kc = 4.0000, of H = -3.0000, prefactor = 250.15
THRESHOLD
length (Kc/(theta H))^2 = 250.0 nm
smallest flaw critical at any load c_m = 196.3 nm
critical flaw radius c* = 441.8 nm
field extent b* = 1040.9 nm
contact half-width a* = 1040.9 nm
ratio c*/b* = 0.4244
threshold load P* = 26.01 mN
threshold load P* = 2.65 gram-force
at 2P*: unstable flaws from 267.0 to 1072.3 nm
at 2P*: field extent = 1472.1 nm
only 250 nm flaws: load = 71.48 mN
same, ratio to P* = 2.749
same, local power of Kc = 15.58, of H = -14.58
PAD AND GRAIN
largest load on slurry grain = 0.393 uN
slurry grain load / P* = 1.51e-05
smallest grain reaching P* = 25.7 um
NEGLECTED EFFECTS
parabolic field: load = 7.53 mN
inverse-cube field: load = 119.4 mN
cavity theta = 0.1111: linear-field load = 273.0 mN
cavity theta and inverse-cube field: load = 1254 mN
front-half contact: load = 13.00 mN
tension up 20 percent: load = 12.54 mN
toughness down 20 percent: load = 10.65 mN
E/H = 16.7, plane-strain modulus = 218.4 GPa
largest corner radius able to reach H at a* = 8.04 um
free-surface effect, order (c*/2a*)^3 = 0.0096
friction heat = 7.80 mW
upper bound on contact heating = 341 K
```
